# Where the Hydrogen Affinity Level Meets a Metal's Fermi Level: verification in Python

```python
"""Result under test: the affinity level of H outside a metal, -A - 1/(4 z),
meets the Fermi level -W at z_c = 1/(4 (W - A)), in atomic units.
z: distance from the image plane; W: work function; A: electron affinity of H.
A is computed here from a correlated two-electron wave function of H-.
The image energy is checked by relaxing a surface charge to minimum energy."""
from math import factorial
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcx
from pyscf import gto, scf, fci

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom


# ---- H- in Hylleraas coordinates s = r1+r2, t = r2-r1, u = r12 ----
def moment(a, b, c):
    """Integral of s^a t^b u^c exp(-2s) over 0 <= t <= u <= s."""
    n = a + b + c + 2
    return factorial(n) / ((b + 1) * (b + c + 2) * 2.0 ** (n + 1))


def bracket(f, g, weight):
    total = 0.0
    for cf, pf in f:
        for cg, pg in g:
            for cw, pw in weight:
                total += cf * cg * cw * moment(pf[0] + pg[0] + pw[0],
                                               pf[1] + pg[1] + pw[1],
                                               pf[2] + pg[2] + pw[2])
    return total


VOLUME = [(1, (2, 0, 1)), (-1, (0, 2, 1))]        # u (s^2 - t^2)
CROSS_SU = [(1, (1, 0, 2)), (-1, (1, 2, 0))]      # s (u^2 - t^2)
CROSS_TU = [(1, (2, 1, 0)), (-1, (0, 1, 2))]      # t (s^2 - u^2)
POTENTIAL = [(-4, (1, 0, 1)), (1, (2, 0, 0)), (-1, (0, 2, 0))]  # Z = 1
S_VOLUME = [(1, (3, 0, 1)), (-1, (1, 2, 1))]


def derivatives(p):
    l, m, n = p
    ds = [(-1, p)] + ([(l, (l - 1, m, n))] if l else [])
    dt = [(m, (l, m - 1, n))] if m else []
    du = [(n, (l, m, n - 1))] if n else []
    return ds, dt, du


def hydride(order):
    """Lowest energy (hartree) and mean electron radius (bohr) of H-."""
    powers = [(l, m, n) for l in range(order + 1)
              for m in range(0, order + 1, 2)
              for n in range(order + 1) if l + m + n <= order]
    size = len(powers)
    S, T, V, R = (np.zeros((size, size)) for _ in range(4))
    grads = [derivatives(p) for p in powers]
    for i in range(size):
        for j in range(i + 1):
            f, g = [(1, powers[i])], [(1, powers[j])]
            fs, ft, fu = grads[i]
            gs, gt, gu = grads[j]
            S[i, j] = bracket(f, g, VOLUME)
            V[i, j] = bracket(f, g, POTENTIAL)
            R[i, j] = bracket(f, g, S_VOLUME) / 2
            T[i, j] = (bracket(fs, gs, VOLUME) + bracket(ft, gt, VOLUME)
                       + bracket(fu, gu, VOLUME)
                       + bracket(fs, gu, CROSS_SU) + bracket(fu, gs, CROSS_SU)
                       + bracket(ft, gu, CROSS_TU) + bracket(fu, gt, CROSS_TU))
            for mat in (S, T, V, R):
                mat[j, i] = mat[i, j]
    norm = 1 / np.sqrt(np.diag(S))
    S, T, V, R = (mat * np.outer(norm, norm) for mat in (S, T, V, R))
    w, U = np.linalg.eigh(S)
    keep = w > 1e-10                       # drop near-dependent directions
    X = U[:, keep] / np.sqrt(w[keep])
    T, V, R = (X.T @ mat @ X for mat in (T, V, R))
    best = minimize_scalar(
        lambda k: np.linalg.eigvalsh(k * k * T + k * V)[0],
        bounds=(0.3, 1.5), method="bounded")
    k = best.x
    e, vec = np.linalg.eigh(k * k * T + k * V)
    return e[0], vec[:, 0] @ R @ vec[:, 0] / k


E_small, _ = hydride(5)
E_ion, r_mean = hydride(6)
A = -0.5 - E_ion
assert abs(E_small - E_ion) * HARTREE < 0.005

# Independent Gaussian-basis calculation of the same ion
mol = gto.M(atom="H 0 0 0", charge=-1, basis="aug-cc-pvqz", verbose=0)
mf = scf.RHF(mol).run()
solver = fci.FCI(mf)
E_fci, civec = solver.kernel()
assert -1e-5 < E_fci - E_ion < 0.05 / HARTREE
dm = solver.make_rdm1(civec, mf.mo_coeff.shape[1], mol.nelec)
dm = mf.mo_coeff @ dm @ mf.mo_coeff.T
r = np.linspace(1e-6, 40, 8001)
ao = mol.eval_gto("GTOval_sph", np.column_stack([0 * r, 0 * r, r]))
radial = 4 * np.pi * r**2 * np.einsum("pi,ij,pj->p", ao, dm, ao)
assert abs(simpson(radial, x=r) - 2) < 1e-3
r_fci = simpson(radial * r, x=r) / 2
assert abs(r_fci / r_mean - 1) < 0.06      # finite basis trims the tail

# ---- Image energy from a relaxed surface charge, no image charge used ----
gam = 4.0 ** np.arange(-4, 10)             # squared disc widths, bohr^2
repulsion = 0.5 * np.sqrt(np.pi / (gam[:, None] + gam[None, :]))


def relaxed_energy(z):
    pull = 0.5 * np.sqrt(np.pi / gam) * erfcx(z / (2 * np.sqrt(gam)))
    return -0.5 * pull @ np.linalg.solve(repulsion, pull)


for z in (1.0, 1.8, 5.0, 12.0):
    assert abs(relaxed_energy(z) * (-4 * z) - 1) < 2e-3
step = 0.05
force = -(relaxed_energy(2 + step) - relaxed_energy(2 - step)) / (2 * step)
assert abs(force / (-1 / (2 * 2.0) ** 2) - 1) < 0.01

# ---- Crossing ----
W = 4.5 / HARTREE


def crossing_numeric(work):
    return brentq(lambda z: work - A + relaxed_energy(z), 0.8, 12)


z_c = 1 / (4 * (W - A))
z_num = crossing_numeric(W)
assert abs(z_num / z_c - 1) < 3e-3
assert W - A + relaxed_energy(0.8 * z_c) < 0 < W - A + relaxed_energy(1.2 * z_c)
dW = 0.05 / HARTREE
slope = (crossing_numeric(W + dW) - crossing_numeric(W - dW)) / (2 * dW)
assert abs(slope / (-4 * z_c**2) - 1) < 0.02
z_low = 1 / (4 * (W - 0.1 / HARTREE - A))

# ---- Size of neglected effects ----
behind = simpson(radial * np.clip(1 - z_c / r, 0, None) / 2, x=r)
field = 1 / (4 * z_c**2)
lam = 0.5 / BOHR                           # screening length


def reflection(k):
    q = np.sqrt(k * k + 1 / lam**2)
    return (q - k) / (q + k)


for k in (0.1, 1.0, 3.0):                  # match potential and slope at edge
    q = np.sqrt(k * k + 1 / lam**2)
    g, _ = np.linalg.solve([[1, 1], [-k, q]], [1, k])
    assert abs(g - reflection(k)) < 1e-12


def screened_energy(x):
    """x from the image plane, which lies lam inside the metal edge."""
    return -0.5 * quad(lambda k: reflection(k) * np.exp(-2 * k * (x - lam)),
                       0, np.inf, limit=200)[0]


assert abs(screened_energy(20.0) * (-80) - 1) < 1e-3
z_scr = brentq(lambda x: W - A + screened_energy(x), 1.05 * lam, 10)

x_bar = 1 / (4 * W)
action = quad(lambda x: np.sqrt(max(0.0, 2 * (W - 1 / (4 * x)))), x_bar, z_c)[0]
transmission = np.exp(-2 * action)

E_exit = 1000.0
mass = const.m_p / const.m_e               # proton mass used for the atom
speed = np.sqrt(2 * E_exit / HARTREE / mass)
kT = const.k * 300 / const.e


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Work function W (chosen)", W * HARTREE, "eV", 2)
show("Energy of H-, Hylleraas", E_ion * HARTREE, "eV")
show("Energy of H, fixed nucleus", -0.5 * HARTREE, "eV")
show("Electron affinity A, Hylleraas", A * HARTREE, "eV")
show("Change of A from next smaller basis", (E_small - E_ion) * HARTREE, "eV", 5)
show("Electron affinity, full CI aug-cc-pVQZ", (-0.5 - E_fci) * HARTREE, "eV")
show("W - A, energy cost far away", (W - A) * HARTREE, "eV")
show("Product e^2/(4 pi eps0)", HARTREE * BOHR, "eV angstrom")
for d in (0.5, 1.0, 2.0, 5.0, 10.0):
    show(f"Affinity level at {d} angstrom",
         (-A - BOHR / (4 * d)) * HARTREE, "eV")
show("Crossing z_c", z_c * BOHR, "angstrom")
show("Crossing z_c", z_c, "bohr")
show("Crossing from relaxed surface charge", z_num * BOHR, "angstrom")
show("Crossing if 1/(2z) were wrongly used", 2 * z_c * BOHR, "angstrom")
show("Image shift at z_c", -HARTREE / (4 * z_c), "eV")
show("Ionization level at z_c", (-0.5 + 1 / (4 * z_c)) * HARTREE, "eV")
show("Crossing for W lower by 0.1 eV", z_low * BOHR, "angstrom")
show("Outward move for W lower by 0.1 eV", (z_low - z_c) * BOHR, "angstrom")
show("Mean electron radius of free H-", r_mean * BOHR, "angstrom")
show("Same radius, full CI", r_fci * BOHR, "angstrom")
show("Electrons of free H- beyond image plane", behind, "of 2", 2)
show("Image field at z_c", field * HARTREE / BOHR, "V/angstrom", 2)
show("Field times mean radius", field * r_mean * HARTREE, "eV", 2)
show("Screening length (chosen)", lam * BOHR, "angstrom", 2)
show("Crossing with this screening length", z_scr * BOHR, "angstrom")
show("Barrier at Fermi level starts at", x_bar * BOHR, "angstrom")
show("Barrier width up to the atom", (z_c - x_bar) * BOHR, "angstrom")
show("WKB factor of this barrier", transmission, "(no unit)", 2)
show("Exit energy (chosen)", E_exit, "eV", 0)
show("Energy spread hbar v / z_c", speed / z_c * HARTREE, "eV", 2)
show("Translational energy of one electron", speed**2 / 2 * HARTREE, "eV", 2)
show("Thermal energy kT at 300 K", kT, "eV", 4)
show("Shift of z_c for an energy kT", 4 * z_c**2 * kT / HARTREE * BOHR,
     "angstrom", 4)
print("all good")
```

Output:

```
Work function W (chosen): 4.50 eV
Energy of H-, Hylleraas: -14.361 eV
Energy of H, fixed nucleus: -13.606 eV
Electron affinity A, Hylleraas: 0.755 eV
Change of A from next smaller basis: 0.00098 eV
Electron affinity, full CI aug-cc-pVQZ: 0.738 eV
W - A, energy cost far away: 3.745 eV
Product e^2/(4 pi eps0): 14.400 eV angstrom
Affinity level at 0.5 angstrom: -7.955 eV
Affinity level at 1.0 angstrom: -4.355 eV
Affinity level at 2.0 angstrom: -2.555 eV
Affinity level at 5.0 angstrom: -1.475 eV
Affinity level at 10.0 angstrom: -1.115 eV
Crossing z_c: 0.961 angstrom
Crossing z_c: 1.816 bohr
Crossing from relaxed surface charge: 0.961 angstrom
Crossing if 1/(2z) were wrongly used: 1.922 angstrom
Image shift at z_c: -3.745 eV
Ionization level at z_c: -9.861 eV
Crossing for W lower by 0.1 eV: 0.988 angstrom
Outward move for W lower by 0.1 eV: 0.026 angstrom
Mean electron radius of free H-: 1.432 angstrom
Same radius, full CI: 1.383 angstrom
Electrons of free H- beyond image plane: 0.24 of 2
Image field at z_c: 3.90 V/angstrom
Field times mean radius: 5.58 eV
Screening length (chosen): 0.50 angstrom
Crossing with this screening length: 0.987 angstrom
Barrier at Fermi level starts at: 0.800 angstrom
Barrier width up to the atom: 0.161 angstrom
WKB factor of this barrier: 0.91 (no unit)
Exit energy (chosen): 1000 eV
Energy spread hbar v / z_c: 3.00 eV
Translational energy of one electron: 0.54 eV
Thermal energy kT at 300 K: 0.0259 eV
Shift of z_c for an energy kT: 0.0066 angstrom
all good
```
